# Why a Dangling Bond Lies near Midgap, and How Near: a numerical check

```python
"""Dangling-bond level from deleting one hybrid of a bonded network.
Result under test: a pair of equal hybrids has levels e_h-V2 and e_h+V2;
deleting one leaves e_h. In a fourfold network with coupling -V1 between
hybrids on the same atom, complete pairing gives an empty gap from
e_h+V1-V2 to e_h+V2-3*V1. One deleted hybrid puts one state into it, at e_h
on a ring-free network and close to e_h in diamond: V1 above midgap.
e_s, e_p: atomic s and p energies; e_h: sp3 hybrid energy; V2: bond coupling;
V3: half the energy difference of unequal partners; S: overlap;
K: e_h*S minus the off-diagonal Hamiltonian element. Energies in eV.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq


def hamiltonian(atom, bonds, v1, v2, e_h=0.0):
    """Hybrid-basis matrix from atom labels and a list of bonded pairs."""
    same_atom = atom[:, None] == atom[None, :]
    h = -v1 * same_atom + (e_h + v1) * np.eye(len(atom))
    for a, b in bonds:
        h[a, b] -= v2
        h[b, a] -= v2
    return h


def diamond(n):
    """Periodic diamond cell of n*n*n primitive cells, four hybrids per atom."""
    def cell(i, j, k):
        return ((i % n) * n + j % n) * n + k % n
    shifts = [(0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1)]
    bonds = []
    for i in range(n):
        for j in range(n):
            for k in range(n):
                for q, (a, b, c) in enumerate(shifts):
                    first = 8 * cell(i, j, k) + q
                    second = 8 * cell(i - a, j - b, k - c) + 4 + q
                    bonds.append((first, second))
    return np.repeat(np.arange(2 * n**3), 4), bonds


def terminated_tree(shells):
    """Ring-free network; orbital 0 dangles, outer bonds end on one orbital."""
    atom, bonds = [0, 0, 0, 0], []
    open_hybrids, label = [1, 2, 3], 1
    for _ in range(shells):
        new_open = []
        for hybrid in open_hybrids:
            start = len(atom)
            atom += [label] * 4
            label += 1
            bonds.append((hybrid, start))
            new_open += [start + 1, start + 2, start + 3]
        open_hybrids = new_open
    for hybrid in open_hybrids:
        bonds.append((hybrid, len(atom)))
        atom.append(label)
        label += 1
    return np.array(atom), bonds


def inside(levels, low, high):
    return levels[(levels > low + 1e-6) & (levels < high - 1e-6)]


def without(matrix, index):
    return np.delete(np.delete(matrix, index, 0), index, 1)


# sp3 hybrids: transform the atomic energies explicitly
e_s, e_p, V2 = -1.5, 0.5, 3.0
sp3 = 0.5 * np.array([[1, 1, 1, 1], [1, 1, -1, -1],
                      [1, -1, 1, -1], [1, -1, -1, 1]])
site = sp3 @ np.diag([e_s, e_p, e_p, e_p]) @ sp3.T
e_h, V1 = (e_s + 3 * e_p) / 4, (e_p - e_s) / 4
assert np.allclose(site, (e_h + V1) * np.eye(4) - V1 * np.ones((4, 4)))
print(f"s energy {e_s:.2f} eV, p energy {e_p:.2f} eV")
print(f"hybrid energy e_h {e_h:.2f} eV, V1 {V1:.2f} eV, V2 {V2:.2f} eV")

# equal pair, then one partner deleted
pair = np.array([[e_h, -V2], [-V2, e_h]])
pair_levels = np.linalg.eigvalsh(pair)
single = np.linalg.eigvalsh(without(pair, 1))[0]
assert np.allclose(pair_levels, [e_h - V2, e_h + V2])
assert abs(single - pair_levels.mean()) < 1e-12
print(f"pair: bonding {pair_levels[0]:.3f}, antibonding {pair_levels[1]:.3f} eV")
print(f"pair with one hybrid deleted: {single:.3f} eV")
print(f"upward shift from bonding level: {single - pair_levels[0]:.3f} eV")

# unequal partners
V3 = 1.0
low, high = np.linalg.eigvalsh([[V3, -V2], [-V2, -V3]])
fractions = [(e - low) / (high - low) for e in (V3, -V3)]
for value, sign in zip(fractions, (1, -1)):
    assert abs(value - 0.5 * (1 + sign * V3 / np.hypot(V2, V3))) < 1e-12
print(f"unequal pair, V3 {V3:.1f} eV: levels {low:.3f}, {high:.3f} eV")
print(f"  fraction of splitting, upper hybrid left: {fractions[0]:.3f}")
print(f"  fraction of splitting, lower hybrid left: {fractions[1]:.3f}")

# overlapping partners, tested for two choices of the energy zero
S, K = 0.2, 3.0
for zero in (-5.0, 0.0):
    off = zero * S - K
    low, high = eigh(np.array([[zero, off], [off, zero]]),
                     np.array([[1, S], [S, 1]]), eigvals_only=True)
    assert np.allclose([low, high], [zero - K / (1 + S), zero + K / (1 - S)])
    fraction = (zero - low) / (high - low)
    assert abs(fraction - (1 - S) / 2) < 1e-12
print(f"overlap S {S:.1f}, K {K:.1f} eV: levels {low:.3f}, {high:.3f} eV")
print(f"  fraction of splitting after deletion: {fraction:.3f}")

# complete pairing leaves the gap empty on random networks
E_v, E_c = e_h + V1 - V2, e_h + V2 - 3 * V1
rng = np.random.default_rng(7)
networks = 12
for _ in range(networks):
    labels = np.repeat(np.arange(50), 4)
    matching = rng.permutation(200).reshape(100, 2)
    levels = np.linalg.eigvalsh(hamiltonian(labels, matching, V1, V2, e_h))
    assert levels[99] < E_v + 1e-9 and levels[100] > E_c - 1e-9
print(f"random fully paired networks with empty gap: {networks}")

# intact diamond crystal
atom, bonds = diamond(5)
M = len(atom)
crystal = hamiltonian(atom, bonds, V1, V2, e_h)
levels, vectors = np.linalg.eigh(crystal)
top, bottom = levels[M // 2 - 1], levels[M // 2]
assert abs(top - E_v) < 1e-9 and abs(bottom - E_c) < 1e-9
midgap = (top + bottom) / 2
assert abs(midgap - (e_h - V1)) < 1e-9
print(f"diamond cell: {M // 4} atoms, {M} hybrids")
print(f"valence edge {top:.4f} eV, conduction edge {bottom:.4f} eV")
print(f"gap {bottom - top:.4f} eV, midgap {midgap:.4f} eV")

# delete one hybrid; orbital 0 loses its partner, orbital 4
deleted = 4
cut_levels, cut_vectors = np.linalg.eigh(without(crystal, deleted))
gap_states = inside(cut_levels, top, bottom)
assert len(gap_states) == 1
middle = M // 2 - 1
dangling = cut_levels[middle]
assert abs(gap_states[0] - dangling) < 1e-12
assert np.sum(cut_levels < top + 1e-6) == M // 2 - 1
assert np.sum(cut_levels > bottom - 1e-6) == M // 2 - 1
assert -5e-3 < dangling - e_h < -1e-5
weight = cut_vectors[0, middle]**2
print(f"states in gap after deleting one hybrid: {len(gap_states)}")
print(f"dangling level in diamond: {dangling:.6f} eV")
print(f"  above valence edge: {dangling - top:.4f} eV")
print(f"  above midgap: {dangling - midgap:.4f} eV")
print(f"  fraction of gap: {(dangling - top) / (bottom - top):.4f}")
print(f"  weight on dangling hybrid: {weight:.4f}")
atom4, bonds4 = diamond(4)
small = without(hamiltonian(atom4, bonds4, V1, V2, e_h), deleted)
level4 = np.linalg.eigvalsh(small)[len(atom4) // 2 - 1]
assert abs(level4 - dangling) < 1e-3
print(f"  same level in cell of {len(atom4) // 4} atoms: {level4:.6f} eV")

# balance of valence and conduction states of the intact crystal
weights = vectors[deleted]**2
root = brentq(lambda e: np.sum(weights / (e - levels)),
              top + 1e-6, bottom - 1e-6, xtol=1e-13)
assert abs(root - dangling) < 1e-9
valence = levels < midgap
valence_weight = weights[valence].sum()
assert abs(valence_weight - 0.5) < 1e-9
dist_v = valence_weight / np.sum(weights[valence] / (dangling - levels[valence]))
dist_c = (1 - valence_weight) / np.sum(
    weights[~valence] / (levels[~valence] - dangling))
assert abs(dist_v - dist_c) < 1e-7
print(f"zero of Green function of removed hybrid: {root:.6f} eV")
print(f"valence weight of removed hybrid: {valence_weight:.4f}")
print(f"harmonic mean distance to valence states: {dist_v:.4f} eV")
print(f"harmonic mean distance to conduction states: {dist_c:.4f} eV")

# ring-free network: level and decay of the state
shells = 4
tree_atom, tree_bonds = terminated_tree(shells)
tree_levels, tree_vectors = np.linalg.eigh(
    hamiltonian(tree_atom, tree_bonds, V1, V2, e_h))
tree_gap = inside(tree_levels, E_v, E_c)
assert len(tree_gap) == 1 and abs(tree_gap[0] - e_h) < 1e-10
state = tree_vectors[:, np.argmin(abs(tree_levels - e_h))]
ratio = state[tree_bonds[0][1]] / state[0]
assert abs(ratio + V1 / V2) < 1e-9 and np.max(abs(state[1:4])) < 1e-9
finite_sum = sum((3 * (V1 / V2)**2)**n for n in range(shells + 2))
assert abs(state[0]**2 - 1 / finite_sum) < 1e-9
infinite_weight = 1 - 3 * (V1 / V2)**2
assert abs(state[0]**2 - infinite_weight) < 1e-4
print(f"ring-free network: {len(tree_atom)} orbitals")
print(f"  distance of level from e_h below 1e-10 eV: "
      f"{abs(tree_gap[0] - e_h) < 1e-10}")
print(f"  amplitude ratio per bond: {ratio:.4f}")
print(f"  weight on dangling hybrid: {state[0]**2:.4f}")
print(f"  weight in infinite network: {infinite_weight:.4f}")

# terminator: the removed orbital becomes a separate one-orbital atom
ended_atom = atom.copy()
ended_atom[deleted] = atom.max() + 1
ended = hamiltonian(ended_atom, bonds, V1, V2, e_h)
saturated = inside(np.linalg.eigvalsh(ended), top, bottom)
assert len(saturated) == 0
weak = 1.0
ended[0, deleted] = ended[deleted, 0] = -weak
weak_states = inside(np.linalg.eigvalsh(ended), top, bottom)
assert len(weak_states) == 2
assert np.allclose(weak_states, e_h + np.array([-1, 1]) * weak * np.sqrt(weight),
                   atol=0.05)
print(f"gap states, terminator coupling {V2:.1f} eV: {len(saturated)}")
print(f"gap states, terminator coupling {weak:.1f} eV: {len(weak_states)}")
print(f"  their levels: {weak_states[0]:.4f}, {weak_states[1]:.4f} eV")

# distance from midgap as the coupling on one atom grows
print("scan at fixed e_h and V2, diamond cell of", len(atom4) // 4, "atoms:")
for v1 in (0.0, 0.25, 0.5, 0.75):
    full = hamiltonian(atom4, bonds4, v1, V2, e_h)
    band = np.linalg.eigvalsh(full)
    half = len(band) // 2
    gap = band[half] - band[half - 1]
    centre = (band[half] + band[half - 1]) / 2
    level = np.linalg.eigvalsh(without(full, deleted))[half - 1]
    assert abs(gap - 2 * (V2 - 2 * v1)) < 1e-9
    assert abs(level - centre - v1) < 0.05 * v1 + 1e-9
    print(f"  V1 {v1:.2f}: gap {gap:.3f}, level minus midgap "
          f"{abs(level - centre):.4f} eV")

print("no test failed")
```

Output:

```
s energy -1.50 eV, p energy 0.50 eV
hybrid energy e_h 0.00 eV, V1 0.50 eV, V2 3.00 eV
pair: bonding -3.000, antibonding 3.000 eV
pair with one hybrid deleted: 0.000 eV
upward shift from bonding level: 3.000 eV
unequal pair, V3 1.0 eV: levels -3.162, 3.162 eV
  fraction of splitting, upper hybrid left: 0.658
  fraction of splitting, lower hybrid left: 0.342
overlap S 0.2, K 3.0 eV: levels -2.500, 3.750 eV
  fraction of splitting after deletion: 0.400
random fully paired networks with empty gap: 12
diamond cell: 250 atoms, 1000 hybrids
valence edge -2.5000 eV, conduction edge 1.5000 eV
gap 4.0000 eV, midgap -0.5000 eV
states in gap after deleting one hybrid: 1
dangling level in diamond: -0.000138 eV
  above valence edge: 2.4999 eV
  above midgap: 0.4999 eV
  fraction of gap: 0.6250
  weight on dangling hybrid: 0.9166
  same level in cell of 128 atoms: -0.000142 eV
zero of Green function of removed hybrid: -0.000138 eV
valence weight of removed hybrid: 0.5000
harmonic mean distance to valence states: 2.9361 eV
harmonic mean distance to conduction states: 2.9361 eV
ring-free network: 727 orbitals
  distance of level from e_h below 1e-10 eV: True
  amplitude ratio per bond: -0.1667
  weight on dangling hybrid: 0.9167
  weight in infinite network: 0.9167
gap states, terminator coupling 3.0 eV: 0
gap states, terminator coupling 1.0 eV: 2
  their levels: -0.9577, 0.9440 eV
scan at fixed e_h and V2, diamond cell of 128 atoms:
  V1 0.00: gap 6.000, level minus midgap 0.0000 eV
  V1 0.25: gap 5.000, level minus midgap 0.2500 eV
  V1 0.50: gap 4.000, level minus midgap 0.4999 eV
  V1 0.75: gap 3.000, level minus midgap 0.7468 eV
no test failed
```
